Vacuum-level step of a dipole layer on a metal electrode

**Question**

I am trying to estimate how a polar molecular monolayer changes electron injection from a metal electrode into an organic semiconductor. The layer has 1 × 10¹⁸ dipoles per square metre. Each has a moment of 1 debye along the surface normal, with the positive end pointing away from the metal, and I am told to take a relative permittivity of 2 for the layer. I need the step in the vacuum level.

I know that a dipole layer makes a potential jump, but I am stuck on the factors. When I integrate the potential of point dipoles over a plane, I get a factor 1/2 that is missing from the formula I was given. I don't know whether the metal removes it or doubles something else. I also can't see why the permittivity belongs in the denominator, since the potential is measured outside the layer, where there is no dielectric. Finally, does the electron barrier go up or down, and can I put the step straight into the thermionic current?

**Answer**

The permittivity matters because the step builds up inside the layer, where the field is. The factor 1/2 belongs to one side of a free-standing sheet, and the metal supplies the other half. With your numbers there is a trap: the unscreened half-step and the screened full step have the same value, because your permittivity happens to be 2. It is therefore worth deriving the result without summing dipoles first.

**What the moment means**

Let z point out of the metal, and let μ be the normal moment of the charges embedded in the layer, before the surrounding medium responds to them. The medium is described by a relative permittivity εr. The layer is wide and uniform, and no external field is applied.

Average the embedded charge density over planes parallel to the surface and call the result ρ₀(z). It carries no net charge. Define a fixed polarization P₀(z) by

dP₀/dz = −ρ₀, with P₀ = 0 on both sides of the charges.

Integrating by parts gives

∫ P₀ dz = [z P₀] − ∫ z (dP₀/dz) dz = ∫ z ρ₀ dz = Nμ.

The bracket vanishes because P₀ is zero at both ends. The last integral is the dipole moment per unit area, which is N dipoles times μ.

**The step**

Inside the layer the displacement is

D = ε₀εr E + P₀.

The first term contains the vacuum field and the response of the medium; the second contains the embedded charges. No other charge sits in the layer, so dD/dz = 0 and D is constant. Outside there is no field, so D = 0 there, and hence D = 0 all the way to the metal. This also says that the averaged charge on the metal surface is zero. It follows that

E = −P₀/(ε₀εr).

The field points from plus to minus, which here is towards the metal. The potential rise from the metal to the outside is

ΔV = −∫ E dz = ∫ P₀/(ε₀εr) dz.

If εr is constant wherever P₀ is nonzero, it comes out of the integral:

ΔV = Nμ/(ε₀εr).

Neither the thickness of the layer nor the shape of P₀ appears. A capacitor shows why. Two sheets of charge ±σ a distance d apart have Nμ = σd and a field of magnitude σ/(ε₀εr) between them, so the potential difference is σd/(ε₀εr). Moving the sheets apart at fixed σd weakens the field in the same proportion as it lengthens the path.

**Numbers**

One debye is 3.33564 × 10⁻³⁰ C m, so

Nμ = (1 × 10¹⁸ m⁻²)(3.33564 × 10⁻³⁰ C m) = 3.33564 × 10⁻¹² C/m,

ε₀εr = 2 × 8.85419 × 10⁻¹² F/m = 1.77084 × 10⁻¹¹ F/m,

ΔV = (3.33564 × 10⁻¹² C/m)/(1.77084 × 10⁻¹¹ F/m) = 0.1884 V ≈ 0.19 V.

The units work because a coulomb divided by a farad is a volt.

A numerical solution of Poisson's equation tests the argument. Take a grounded metal, a layer 1 nm thick with εr = 2, and two Gaussian charge sheets of opposite sign inside it, each with a standard deviation of 0.04 nm. With the sheets 0.3 nm apart the potential outside is 0.1884 V. With the sheets 0.15 nm apart and the same Nμ, it is again 0.1884 V.

**Which way the electron level moves**

The potential outside is higher by ΔV. An electron has charge −e, so its energy just outside is lower by eΔV = 0.19 eV. The vacuum level and the work function go down. If the positive end pointed towards the metal, P₀ would change sign and both would go up by 0.19 eV.

**Where your factor 1/2 comes from**

Consider a free-standing disk of dipoles in vacuum, with radius R. At height z > 0 on its axis,

V(z) = (Nμ/4πε₀) ∫₀ᴿ z 2πr dr/(r² + z²)^(3/2).

Since ∫ r dr/(r² + z²)^(3/2) = −1/√(r² + z²), this becomes

V(z) = (Nμ/2ε₀) [1 − z/√(R² + z²)].

For z ≪ R the potential is +Nμ/2ε₀ above the disk and, by symmetry, −Nμ/2ε₀ below it. Your integral is correct, but it gives the potential relative to infinity on one side. The difference between the two sides is Nμ/ε₀.

Now put a grounded metal below the sheet. A charge −q at height h and a charge +q at height h + δ make a dipole qδ pointing up. Their images are +q at −h and −q at −(h + δ). The image moment is

q(−h) + (−q)(−h − δ) = qδ,

which also points up. Above the surface, the real sheet and the image sheet each contribute Nμ/2ε₀, and together they give the full step relative to the metal.

An explicit sum shows both halves. I placed rigid dipoles in vacuum on a square lattice with spacing 1 nm, which is your density, within a radius of 600 nm and 0.5 nm above the metal. The potential was taken 1 nm above the dipoles. Real and image dipoles together give 0.3759 V, averaged between a point above a dipole and a point above the centre of a lattice square. The infinite-sheet value is Nμ/ε₀ = 0.3767 V. The finite disk explains the gap: the two sheets are 1 nm and 2 nm below the point, so the relative loss is about 1.5/600, or 0.0009 V. The actual gap is slightly smaller, 0.0008 V, because averaging over only two points doesn't remove the variation along the surface completely.

The real dipoles alone give 0.1896 V directly above a dipole. That is close to your screened answer of 0.1884 V, but it is a different quantity: half of an unscreened step. With εr = 3 the agreement would disappear, since the half-step in vacuum would stay the same while the screened step would fall to two thirds of its present value.

**When to leave the permittivity out**

The medium between the embedded charges polarizes against them. Its induced polarization is

Pind = ε₀(εr − 1)E = −[(εr − 1)/εr] P₀,

so the total polarization is

P₀ + Pind = P₀/εr.

For εr = 2, each embedded moment of 1 debye appears from outside as a total moment of 0.5 debye. You can therefore write the same step in two ways:

ΔV = Nμ/(ε₀εr) = Nμtot/ε₀, with μtot = μ/εr.

If your 1 debye is already the total moment per molecule in the finished layer, as a calculation of the whole layer's charge density would give, it includes the induced part. You must then set εr = 1, and the step is 0.377 V. Dividing by 2 again would count the screening twice.

The moment of an isolated molecule is a third quantity. Using it for μ is an approximation, because the molecule's own electrons are then partly counted in both μ and εr. The continuum model can't tell you how large that error is.

**When the dipoles stick out**

The formula with constant εr also assumes that all the embedded charge separation lies inside the medium. If it doesn't, go back to the integral and keep εr under it. Suppose the dipoles are centred on the outer face of the layer, with half of each moment in the medium and half in vacuum:

ΔV = (Nμ/ε₀)(½ · ½ + ½ · 1) = 0.75 × 0.3767 V = 0.2825 V.

The Poisson solution with the sheets 0.3 nm apart and centred on that face also gives 0.2825 V. A polar end group at the surface of a monolayer may be closer to this case than to yours. The change from 0.19 V to 0.28 V is an increase of about 50 % relative to your result, so the third digit of 0.188 V has no physical weight.

**How far out is "just outside"?**

Close to the molecules the potential varies along the surface. Expand it in plane waves with the periods of the lattice. In vacuum each component with wave number G must satisfy Laplace's equation, so it decays as exp(−Gz), where z is now the height above the dipoles.

To get the amplitude, start from a charge sheet σ cos(Gx). Its potential is σ exp(−Gz) cos(Gx)/(2ε₀G), which gives the correct jump σ cos(Gx)/ε₀ in the normal field. A dipole sheet is this sheet shifted up by δ minus the unshifted one. The shift multiplies the potential by Gδ, which cancels the G in the denominator. Point dipoles on a lattice have the same Fourier amplitude Nμ for every G, so one sheet gives

V = (Nμ/2ε₀) Σ exp(−Gz) cos(**G**·**r**),

where the term G = 0 is the half-step found above.

On a square lattice of spacing a, the four shortest nonzero vectors have length 2π/a. Their cosines are all +1 above a dipole and all −1 above the centre of a square. To leading order the difference between these two points is therefore

δV = 8(Nμ/2ε₀) exp(−2πz/a) = 4(Nμ/ε₀) exp(−2πz/a).

With a = 1 nm and z = 1 nm this is 4 × 0.3767 V × 0.00187 = 2.8 mV. The image sheet, 1 nm further down, adds a negligible amount. The explicit lattice sum gives 2.82 mV as well. This is the unscreened value; it shows that one lattice spacing is already far enough for the averaged step to be a good description of an ordered layer.

There is also an upper limit. The disk formula shows that the step is reduced by a fraction of about z/R at height z above the centre of a patch of radius R. "Just outside" therefore means a ≲ z ≪ R.

**From the step to the injected current**

Thermionic emission counts the electrons that reach the surface with enough energy W in their normal motion to pass the barrier. Measure W from the Fermi level. Summing the Fermi function over the energy w of motion parallel to the surface gives

∫₀^∞ dw/[1 + exp((W + w)/kT)] = kT ln[1 + exp(−W/kT)].

The normal flux adds only a factor proportional to dW, because velocity times dk is dW/ħ. For a barrier φ,

J ∝ kT ∫ ln[1 + exp(−W/kT)] dW, from W = φ to ∞.

When φ ≫ kT the exponential is small, ln(1 + x) ≈ x, and

J ∝ (kT)² exp(−φ/kT).

Now assume that the semiconductor's transport level follows the vacuum level just outside the dipoles, so that the whole step reaches the barrier. Then φ falls by eΔV. At fixed temperature and with all prefactors held fixed, the current changes by

J(with dipoles)/J(without) = exp(eΔV/kT).

Take a barrier of 0.600 eV without the dipoles, a round value, and T = 300 K, where kT = 0.02585 eV. The new barrier is 0.600 − 0.188 = 0.412 eV. The exponent is 0.1884/0.02585 ≈ 7.29, and the factor is about 1460. Integrating the full logarithm numerically for both barriers gives 1460 too, so degeneracy is unimportant here. The exponential magnifies any error in the step: raising the step by only 0.01 V multiplies the factor by exp(0.01/0.02585) ≈ 1.5. The digits of 1460 therefore serve to compare the two calculations, not to predict a real current.

An organic semiconductor sets a further limit. Its carriers usually hop or scatter over distances of about a nanometre or less, so they don't fly freely over the barrier, and the thermionic formula doesn't give the size of the current. The ratio exp(eΔV/kT) can still hold if the current is proportional to the carrier density at the contact, with the same mobility in both cases. It also needs energy levels that are spread narrowly enough. For a Gaussian distribution of width s, most carriers sit about s²/kT below its centre, as long as the barrier, measured to the centre, is well above that energy. For s = 0.1 eV this is 0.39 eV, close to the new barrier of 0.412 eV. The levels there are then no longer nearly empty, and the ratio of carrier densities drops from 1460 to about 900. Finally, the injected charge must stay too small to reshape the field. In a film 100 nm thick at 1 V, with relative permittivity 3, 10²¹ sites per cm³ and s = 0.1 eV, a drift model puts the current with dipoles within a few per cent of the space-charge limit, and the current ratio falls to about 130. Once that limit is reached, lowering the barrier further adds almost nothing.

The semiconductor replaces the vacuum outside the layer, but this doesn't change ΔV as long as the dipoles stay inside the medium with εr = 2. The argument used D = 0, which holds whatever dielectric lies outside when no field is applied. Any part of the dipoles that sticks out is screened by the semiconductor, so the 0.28 V found above applies only with vacuum outside.

**Adding an applied field**

An applied field F that drives electrons away from the metal rounds off the barrier through the image force. At distance x from the metal, in a semiconductor of relative permittivity εs, the energy relative to the flat barrier is

U(x) = −e²/(16πε₀εs x) − eFx.

Setting dU/dx = 0 gives the position of the maximum,

xm = √[e/(16πε₀εs F)].

There the two terms are equal, so the barrier is lowered by

2eFxm = √[e³F/(4πε₀εs)].

For F = 0.10 MV/cm, which is 0.01 V/nm, and εs = 3, the maximum lies at 3.46 nm and the lowering is 2 × 0.01 × 3.46 ≈ 0.069 eV. This estimate uses εs right up to the metal and ignores the different permittivity of the monolayer. In a continuum model with εr = 2 in the layer, the maximum moves in to about 2.4 nm and the lowering becomes 0.063 eV. Closer than about 0.5 nm to the outer face of the layer the energy rises above that maximum, because the less polarizable layer repels the electron. The continuum picture is crude at that distance, so the size of the lowering is uncertain, but such a point still lies beyond the dipoles.

The maximum lies outside a layer 1 nm thick. If it is also the highest point of the whole profile, an electron at the barrier top has already passed the whole dipole step. The lowering is then the same with and without the dipoles, and it cancels in the ratio of 1460. If a much stronger field pulled the maximum into the layer, or if dipoles near the outer face left a higher point in front of them, the two effects could no longer be added in this way.

**What the factor 1460 compares**

It compares two monolayers of equal thickness, one with aligned dipoles and one without, provided that electrons get through both equally easily. In general they don't. In front of the aligned dipoles the tunnel barrier is up to eΔV higher relative to the electron's energy, which makes the actual factor smaller. The loss can be noticeable: if a barrier of 0.5 eV were raised by 0.19 eV over a full nanometre, the transmission of a free-electron mass would fall by a factor of about 3.6. The loss is smaller if the dipoles sit close to the metal. The factor 1460 doesn't compare a coated electrode with a bare one, because electrons must also get through the layer.

For a rough estimate, let the layer be a square barrier of thickness d = 1 nm whose top is 0.5 eV above the electron's energy. Let the kinetic energy on both sides be 0.5 eV, and use the free-electron mass. The wave number k outside then equals the decay constant κ inside. Start from an outgoing wave with ψ = 1 and ψ′ = ik at the far side, and follow it back to the near side:

ψ(0) = cosh κd − i(k/κ) sinh κd,

ψ′(0) = ik cosh κd − κ sinh κd.

The incident amplitude is

A = ½[ψ(0) + ψ′(0)/(ik)] = cosh κd + (i/2)(κ/k − k/κ) sinh κd.

For k = κ the second term vanishes, and the transmission is

𝒯 = 1/|A|² = 1/cosh² κd.

Here 2κ = 7.25 nm⁻¹, so κd = 3.62 and 𝒯 = 2.85 × 10⁻³. The product 1460 × 𝒯 is 4.2. Within this estimate, and taking the same 0.6 eV barrier for the bare contact, nearly all of the gain is lost again. The number 4.2 is no more than an order of magnitude: it ignores the tilt of the tunnel barrier by the dipoles and the low kinetic energy, about kT, with which thermionic electrons enter the semiconductor, and it depends exponentially on the thickness and on the square root of the barrier height. A thinner layer, or one with molecular levels closer to the electron's energy, would keep more of the gain.

**How this compares with real contacts**

A monolayer about 1 nm thick and a moment of about 1 debye are ordinary values. One molecule per square nanometre is sparse: densely packed thiol monolayers on gold have a few molecules per square nanometre. At fixed μ and εr the step would grow in proportion to N, but denser dipoles also depolarize one another more strongly, so neither quantity should be assumed to stay fixed. If the molecules tilt, the normal component of the moment is what counts.

The field in the layer is large. Averaged over 1 nm it is 1.88 MV/cm, and between charge sheets 0.3 nm apart it peaks at 6.28 MV/cm. Good insulating films break down at roughly several MV/cm, but that figure describes a field sustained over a much longer path. Across this layer an electron gains only about 0.19 eV from the averaged dipole field, although the potential close to a molecule can vary by more. The size of the field is still a reason to treat a constant, linear εr as an approximation.

For injection, the assumption to check first is that the whole step reaches the barrier. If interface states partly pin the Fermi level and a fraction S of the step survives, the current factor becomes 1460^S. For S = 0.5 that is about 38, and for complete pinning it is 1. The electrostatic step can thus be 0.19 V while the current hardly changes. Comparing the work functions of electrodes coated with similar layers, with and without aligned dipoles, tests the step; it doesn't by itself tell you S. A comparison with the bare metal would also include the charge rearrangement caused by attaching the molecules.

The values used here are collected in the numerical output below.

Numbers as computed

```
dipole density N = 1.0e+18 m^-2
lattice spacing = 1.000 nm
1 debye = 3.33564e-30 C m
vacuum permittivity = 8.85419e-12 F/m
layer permittivity = 2.0
moment per area N*mu = 3.33564e-12 C/m
eps0*eps_r = 1.77084e-11 F/m
step from formula = 0.1884 V
step from Poisson equation = 0.1884 V
same, sheets 0.15 nm apart = 0.1884 V
unscreened step (eps_r = 1) = 0.3767 V
lattice sum, dipoles and images = 0.3759 V
lattice sum, dipoles only = 0.1896 V
step, dipoles half in vacuum, Poisson = 0.2825 V
same from formula = 0.2825 V
unscreened ripple 1 nm above dipoles = 2.82 mV
ripple from decay law = 2.82 mV
peak field, sheets 0.3 nm apart = 6.28 MV/cm
mean field over 1 nm layer = 1.88 MV/cm
temperature = 300 K
kT = 0.02585 eV
barrier without dipoles = 0.600 eV
barrier with dipoles = 0.412 eV
current factor exp(e*step/kT) = 1460 (no unit)
current factor from supply integral = 1460 (no unit)
applied field = 0.10 MV/cm
semiconductor permittivity = 3.0
image-force lowering = 0.0693 eV
barrier top distance from metal = 3.46 nm
tunnel barrier above electron energy = 0.50 eV
kinetic energy on both sides = 0.50 eV
tunnel decay constant 2*kappa = 7.25 1/nm
transmission of 1 nm layer = 2.85e-03 (no unit)
current factor times transmission = 4.2 (no unit)
```
